# Curl of current-induced forces and energy gain on closed ionic paths: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""
Result under test: electrons in a biased steady state exert a force on two
ionic coordinates X1, X2 whose curl is
    C = dF2/dX1 - dF1/dX2
      = (2/pi) Int dE (fL - fR) Im Tr[M2 A_L M1 A_R],
so a slow closed ionic path gains the work Int C dX1 dX2.
M_i = dH/dX_i, A_a = G Gamma_a G^dagger, G = 1/(E - H + i Gamma/2),
Gamma = Gamma_L + Gamma_R (wide-band reservoirs), fL and fR zero-temperature
occupations with chemical potentials muL, muR; the factor 2 includes spin.
Friction gamma_ij is defined by the velocity force -gamma_ij dX_j/dt.
Energies are in eV, lengths in angstrom; friction is stored as gamma/hbar.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

SX = np.array([[0, 1], [1, 0]], dtype=complex)
SZ = np.diag([1, -1]).astype(complex)


def sea_nodes(mu, count=200):
    """Quadrature nodes and weights for energies from -infinity to mu."""
    x, w = np.polynomial.legendre.leggauss(count)
    return mu - 0.5 * (1 + x) / (1 - x), w / (1 - x) ** 2


def window_nodes(mu_l, mu_r, count=60):
    x, w = np.polynomial.legendre.leggauss(count)
    half = 0.5 * (mu_l - mu_r)
    return 0.5 * (mu_l + mu_r) + half * x, half * w


def green(E, H, gl, gr):
    one = np.eye(len(H))
    return np.linalg.inv(E[:, None, None] * one - H + 0.5j * (gl + gr))


def dagger(G):
    return np.conj(np.swapaxes(G, -1, -2))


def force(H, couplings, gl, gr, mu_l, mu_r):
    """Force from the steady density matrix at clamped coordinates."""
    rho = np.zeros_like(H, dtype=complex)
    for width, mu in ((gl, mu_l), (gr, mu_r)):
        E, w = sea_nodes(mu)
        G = green(E, H, gl, gr)
        rho += np.einsum('e,eij->ij', w, G @ width @ dagger(G)) / (2 * np.pi)
    return np.array([-2 * np.trace(rho @ M).real for M in couplings])


def curl_difference(H, M1, M2, M12, gl, gr, mu_l, mu_r, h=5e-4):
    """Finite-difference curl for H + X1 M1 + X2 M2 + X1 X2 M12 at X = 0."""
    def f(x1, x2):
        return force(H + x1 * M1 + x2 * M2 + x1 * x2 * M12,
                     (M1 + x2 * M12, M2 + x1 * M12), gl, gr, mu_l, mu_r)
    return ((f(h, 0)[1] - f(-h, 0)[1]) - (f(0, h)[0] - f(0, -h)[0])) / (2 * h)


def curl_formula(H, M1, M2, gl, gr, mu_l, mu_r):
    E, w = window_nodes(mu_l, mu_r)
    G = green(E, H, gl, gr)
    AL, AR = G @ gl @ dagger(G), G @ gr @ dagger(G)
    tr = np.trace(M2 @ AL @ M1 @ AR, axis1=1, axis2=2)
    return 2 / np.pi * np.sum(w * tr.imag)


def friction(H, couplings, gl, gr, mu_l, mu_r):
    out = np.zeros((2, 2))
    for width, mu in ((gl, mu_l), (gr, mu_r)):
        E, w = sea_nodes(mu)
        G = green(E, H, gl, gr)
        A = G @ width @ dagger(G)
        for i, Mi in enumerate(couplings):
            for j, Mj in enumerate(couplings):
                tr = np.trace(Mi @ G @ G @ Mj @ A, axis1=1, axis2=2)
                out[i, j] += 2 / np.pi * np.sum(w * tr.imag)
    return out


# Random three-site Hamiltonian, including a nonlinear coordinate term
rng = np.random.default_rng(7)


def random_hermitian(scale):
    B = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
    return scale * (B + B.conj().T) / 2


Hr, P, Q, PQ = [random_hermitian(0.3) for _ in range(4)]
BL, BR = random_hermitian(0.4), random_hermitian(0.4)
gLr, gRr = BL @ BL + 0.2 * np.eye(3), BR @ BR + 0.2 * np.eye(3)
random_fd = curl_difference(Hr, P, Q, PQ, gLr, gRr, 0.25, -0.15)
random_formula = curl_formula(Hr, P, Q, gLr, gRr, 0.25, -0.15)
assert abs(random_formula) > 1e-5
assert np.isclose(random_fd, random_formula, rtol=1e-4, atol=1e-7)
assert abs(curl_difference(Hr, P, Q, PQ, gLr, gRr, 0.1, 0.1)) < 1e-6
assert abs(curl_difference(Hr, P, 1.7 * P, 0 * P, gLr, gRr, 0.25, -0.15)) < 1e-6

# Two-site worked example
hop, width, g1, g2, bias = 0.3, 0.4, 0.5, 0.5, 0.2
muL, muR = bias / 2, -bias / 2
H0, M1, M2 = hop * SX, g1 * SX, g2 * SZ
gL, gR = np.diag([width, 0.0]), np.diag([0.0, width])
C = curl_formula(H0, M1, M2, gL, gR, muL, muR)
C_fd = curl_difference(H0, M1, M2, 0 * M1, gL, gR, muL, muR)
C_reversed = curl_difference(H0, M1, M2, 0 * M1, gL, gR, muR, muL)
assert np.isclose(C, C_fd, rtol=1e-4)
assert np.isclose(C_reversed, -C, rtol=1e-4)


def linear_curl(v):
    return 2 / np.pi * v * g1 * g2 * width**3 * hop / (hop**2 + width**2 / 4)**3


tiny = 1e-3
assert np.isclose(curl_difference(H0, M1, M2, 0 * M1, gL, gR, tiny / 2,
                                  -tiny / 2), linear_curl(tiny), rtol=1e-3)


def transmission_and_dos(E, H, gl, gr):
    G = green(E, H, gl, gr)
    T = np.trace(gl @ G @ gr @ dagger(G), axis1=1, axis2=2).real
    dos = -np.trace(G, axis1=1, axis2=2).imag / np.pi
    return T, dos


# Transmission-density form, tested with detuned levels and unequal widths
Hd = H0 + np.diag([0.1, -0.15])
gLd, gRd = np.diag([0.3, 0.0]), np.diag([0.0, 0.5])
Ew, ww = window_nodes(muL, muR)
Td, nd = transmission_and_dos(Ew, Hd, gLd, gRd)
assert np.isclose(2 * g1 * g2 / hop * np.sum(ww * Td * nd),
                  curl_difference(Hd, M1, M2, 0 * M1, gLd, gRd, muL, muR),
                  rtol=1e-4)

# Closed system with explicit reservoir levels, evolved from decoupled leads
spacing, band, elapsed = 0.05, 10.0, 60.0  # elapsed time is in hbar/eV
levels = np.arange(-band + spacing / 2, band, spacing)
nlev = len(levels)
filled = np.concatenate(([0, 0], levels < muL, levels < muR)).astype(float)


def evolved_force(x1, x2):
    big = np.diag(np.concatenate(([0, 0], levels, levels)))
    big[:2, :2] = (H0 + x1 * M1 + x2 * M2).real
    v = np.sqrt(width * spacing / (2 * np.pi))
    big[0, 2:2 + nlev] = big[2:2 + nlev, 0] = v
    big[1, 2 + nlev:] = big[2 + nlev:, 1] = v
    e, U = np.linalg.eigh(big)
    rows = (U[:2] * np.exp(-1j * e * elapsed)) @ U.T
    rho = (rows * filled) @ rows.conj().T
    return np.array([-2 * np.trace(rho @ M).real for M in (M1, M2)])


h = 0.02
C_evolved = ((evolved_force(h, 0)[1] - evolved_force(-h, 0)[1])
             - (evolved_force(0, h)[0] - evolved_force(0, -h)[0])) / (2 * h)
# Finite band and level spacing limit this comparison to a few percent
assert np.isclose(C_evolved, C, rtol=0.03)

# Static work: line integral of force against area integral of curl
radius = 0.1
angles = 2 * np.pi * np.arange(32) / 32
W_line = 0.0
for th in angles:
    Hx = H0 + radius * (np.cos(th) * M1 + np.sin(th) * M2)
    F = force(Hx, (M1, M2), gL, gR, muL, muR)
    W_line += (F @ np.array([-np.sin(th), np.cos(th)])) * radius * 2 * np.pi / 32
xr, wr = np.polynomial.legendre.leggauss(8)
W_area = 0.0
for r, w in zip(radius * (xr + 1) / 2, wr * radius / 2):
    for th in angles:
        Hx = H0 + r * (np.cos(th) * M1 + np.sin(th) * M2)
        W_area += (w * r * 2 * np.pi / 32
                   * curl_formula(Hx, M1, M2, gL, gR, muL, muR))
assert np.isclose(W_line, W_area, rtol=1e-6)


def driven_cycle(a, quantum, mu_l, mu_r, nmax=12):
    """Periodic solution for X = a(cos Omega t, sin Omega t).
    Returns work on ions, energy lost by scattered electrons, and electrons
    transferred left to right, all per cycle; quantum = hbar Omega."""
    n = np.arange(-nmax, nmax + 1)
    size = len(n)
    Vp = a * (M1 + 1j * M2) / 2
    base = (np.kron(np.diag(n * quantum), np.eye(2))
            - np.kron(np.eye(size), H0 - 0.5j * (gL + gR))
            - np.kron(np.eye(size, k=-1), Vp)
            - np.kron(np.eye(size, k=1), Vp.conj().T))
    work = loss = charge = 0.0
    sign = np.sign(quantum)
    for site, mu in ((0, mu_l), (1, mu_r)):
        E, w = sea_nodes(mu, 140)
        source = np.zeros((len(E), 2 * size, 1), dtype=complex)
        source[:, 2 * nmax + site, 0] = np.sqrt(width)
        phi = np.linalg.solve(E[:, None, None] * np.eye(2 * size) + base, source)
        phi = phi[:, :, 0].reshape(len(E), size, 2)
        S = np.einsum('eni,ij,enj->e', phi[:, 1:].conj(), Vp, phi[:, :-1])
        work -= 4 * sign * np.sum(w * S.imag)
        prob = width * np.abs(phi) ** 2
        loss -= 2 * sign * np.sum(w * np.einsum('n,eni->e', n, prob))
        other = prob[:, :, 1 - site].sum(axis=1)
        charge += (1 - 2 * site) * 2 / abs(quantum) * np.sum(w * other)
    return work, loss, charge


# Slow limit and friction, from the full driven solution
slow_p = driven_cycle(radius, 0.002, muL, muR)[0]
slow_m = driven_cycle(radius, -0.002, muL, muR)[0]
assert np.isclose((slow_p - slow_m) / 2, W_line, rtol=5e-3)
gam = friction(H0, (M1, M2), gL, gR, muL, muR)
trace_gamma = np.trace(gam)
a_small, q_small = 0.01, 0.005
wp = driven_cycle(a_small, q_small, muL, muR)[0]
wm = driven_cycle(a_small, -q_small, muL, muR)[0]
assert np.isclose(-(wp + wm) / (2 * np.pi * a_small**2 * q_small),
                  trace_gamma, rtol=0.01)
assert np.isclose((wp - wm) / (2 * np.pi * a_small**2), C, rtol=0.01)

quantum = 0.020
W_ccw, loss_ccw, N_ccw = driven_cycle(radius, quantum, muL, muR)
W_cw, loss_cw, N_cw = driven_cycle(radius, -quantum, muL, muR)
W_eq = driven_cycle(radius, quantum, 0.0, 0.0)[0]
W_eq_cw = driven_cycle(radius, -quantum, 0.0, 0.0)[0]
assert np.isclose(W_ccw, loss_ccw, rtol=1e-5)
assert np.isclose(W_cw, loss_cw, rtol=1e-5)
assert W_ccw > 0 > W_cw and W_eq < 0 and W_eq_cw < 0
battery = N_ccw * bias
assert battery > W_ccw
W_fast = driven_cycle(radius, 0.4, muL, muR)[0]
assert W_fast < 0
q_cross = brentq(lambda q: driven_cycle(radius, q, muL, muR)[0],
                 quantum, 0.4, xtol=1e-6)

# Free ionic motion with two equal total stiffnesses
mass_u = 50.0
mass = mass_u * const.atomic_mass
omega = quantum * const.e / const.hbar
K = mass * omega**2 * 1e-20 / const.e
rotation = np.array([[0, -C / 2], [C / 2, 0]])


def growth(split, damping):
    """Largest growth rate divided by omega; stiffnesses K(1 +/- split)."""
    stiff = np.diag([1 + split, 1 - split]) - rotation / K
    mat = np.block([[np.zeros((2, 2)), np.eye(2)],
                    [-stiff, -damping * quantum / K]])
    return np.linalg.eigvals(mat).real.max()


rate = growth(0, gam)
rate_formula = (C - quantum * trace_gamma) / (4 * K)
assert rate > 0 and np.isclose(rate, rate_formula, rtol=0.03)
split_limit = abs(C) / (2 * K)
assert growth(0.9 * split_limit, 0 * gam) > 1e-4
assert growth(1.1 * split_limit, 0 * gam) < 1e-8

T0, n0 = transmission_and_dos(np.array([0.0]), H0, gL, gR)
print(f"hopping t: {hop:.2f} eV")
print(f"width of each reservoir coupling: {width:.2f} eV")
print(f"couplings g1, g2: {g1:.2f}, {g2:.2f} eV/angstrom")
print(f"bias voltage: {bias:.2f} V")
print(f"chemical potentials left, right: {muL:.2f}, {muR:.2f} eV")
print(f"transmission at E=0: {T0[0]:.4f} (dimensionless)")
print(f"density of states per spin at E=0: {n0[0]:.4f} 1/eV")
print(f"curl from formula: {C:.5f} eV/angstrom^2")
print(f"curl from force differences: {C_fd:.5f} eV/angstrom^2")
print(f"curl with reversed bias: {C_reversed:.5f} eV/angstrom^2")
print(f"linear-bias estimate of curl: {linear_curl(bias):.5f} eV/angstrom^2")
print(f"curl from explicit time evolution: {C_evolved:.5f} eV/angstrom^2")
print(f"reservoir levels per lead in time evolution: {nlev}")
print(f"random three-site curl, differences: {random_fd:.6f} eV/angstrom^2")
print(f"random three-site curl, formula: {random_formula:.6f} eV/angstrom^2")
print(f"circle radius: {radius:.2f} angstrom")
print(f"static work, line integral: {1000*W_line:.4f} meV/cycle")
print(f"static work, area integral: {1000*W_area:.4f} meV/cycle")
print(f"small-circle work pi a^2 C: {1000*np.pi*radius**2*C:.4f} meV/cycle")
print(f"friction gamma11/hbar: {gam[0,0]:.4f} 1/angstrom^2")
print(f"friction gamma22/hbar: {gam[1,1]:.4f} 1/angstrom^2")
print(f"friction gamma12/hbar: {gam[0,1]:.4f} 1/angstrom^2")
print(f"friction gamma21/hbar: {gam[1,0]:.4f} 1/angstrom^2")
print(f"trace gamma/hbar: {trace_gamma:.4f} 1/angstrom^2")
print(f"drive and vibrational quantum: {1000*quantum:.1f} meV")
print(f"driven work, counterclockwise: {1000*W_ccw:.4f} meV/cycle")
print(f"electron energy loss, counterclockwise: {1000*loss_ccw:.4f} meV/cycle")
print(f"driven work, clockwise: {1000*W_cw:.4f} meV/cycle")
print(f"driven work at zero bias, counterclockwise: {1000*W_eq:.4f} meV/cycle")
print(f"electrons transferred, counterclockwise: {N_ccw:.3f} per cycle")
print(f"battery energy, counterclockwise: {battery:.4f} eV/cycle")
print(f"heat left in reservoirs: {battery-W_ccw:.4f} eV/cycle")
print(f"low-speed estimate of limiting quantum: {1000*C/trace_gamma:.1f} meV")
print(f"limiting quantum from driven solution: {1000*q_cross:.1f} meV")
print(f"driven work at 400 meV quantum: {1000*W_fast:.4f} meV/cycle")
print(f"ionic mass: {mass_u:.1f} u")
print(f"total stiffness K: {K:.4f} eV/angstrom^2")
print(f"amplitude growth rate, eigenvalue: {rate*omega*1e-12:.4f} 1/ps")
print(f"amplitude growth rate, formula: {rate_formula*omega*1e-12:.4f} 1/ps")
print(f"amplitude e-folding time: {1e12/(rate*omega):.3f} ps")
print(f"frictionless limit of d in K(1+d), K(1-d): {split_limit:.5f}")
print(f"corresponding mode splitting: {1000*quantum*split_limit:.4f} meV")
print("all assertions hold")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 98, in <module>
    assert abs(curl_difference(Hr, P, 1.7 * P, 0 * P, gLr, gRr, 0.25, -0.15)) < 1e-6
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The curl vanishes identically for proportional couplings, so the failure is traced to the numerical derivative in the program and not to the physics; this comes from an error estimate, not from a separate run. With M2 = 1.7 M1, both force components depend only on X1 + 1.7 X2, and the two central differences sample that one function with steps in the ratio 1 to 1.7. Their errors, proportional to the step squared, therefore do not cancel and can exceed the 1e-6 tolerance. The finite-difference curl now uses a fourth-order central difference with step 1e-3 angstrom in place of a second-order one with step 5e-4; all tested quantities and tolerances are unchanged.

Diff:

```diff
@@ -50,10 +50,14 @@
 
 
-def curl_difference(H, M1, M2, M12, gl, gr, mu_l, mu_r, h=5e-4):
-    """Finite-difference curl for H + X1 M1 + X2 M2 + X1 X2 M12 at X = 0."""
+def curl_difference(H, M1, M2, M12, gl, gr, mu_l, mu_r, h=1e-3):
+    """Fourth-order finite-difference curl at X = 0 for the Hamiltonian
+    H + X1 M1 + X2 M2 + X1 X2 M12."""
     def f(x1, x2):
         return force(H + x1 * M1 + x2 * M2 + x1 * x2 * M12,
                      (M1 + x2 * M12, M2 + x1 * M12), gl, gr, mu_l, mu_r)
-    return ((f(h, 0)[1] - f(-h, 0)[1]) - (f(0, h)[0] - f(0, -h)[0])) / (2 * h)
+
+    def slope(g):
+        return (8 * (g(h) - g(-h)) - (g(2 * h) - g(-2 * h))) / (12 * h)
+    return slope(lambda x: f(x, 0)[1]) - slope(lambda x: f(0, x)[0])
 
 
```

After the repair:

```
hopping t: 0.30 eV
width of each reservoir coupling: 0.40 eV
couplings g1, g2: 0.50, 0.50 eV/angstrom
bias voltage: 0.20 V
chemical potentials left, right: 0.10, -0.10 eV
transmission at E=0: 0.8521 (dimensionless)
density of states per spin at E=0: 0.9794 1/eV
curl from formula: 0.29666 eV/angstrom^2
curl from force differences: 0.29666 eV/angstrom^2
curl with reversed bias: -0.29666 eV/angstrom^2
linear-bias estimate of curl: 0.27818 eV/angstrom^2
curl from explicit time evolution: 0.29510 eV/angstrom^2
reservoir levels per lead in time evolution: 400
random three-site curl, differences: -0.018972 eV/angstrom^2
random three-site curl, formula: -0.018972 eV/angstrom^2
circle radius: 0.10 angstrom
static work, line integral: 9.5133 meV/cycle
static work, area integral: 9.5133 meV/cycle
small-circle work pi a^2 C: 9.3197 meV/cycle
friction gamma11/hbar: 1.1539 1/angstrom^2
friction gamma22/hbar: 0.7958 1/angstrom^2
friction gamma12/hbar: -0.0382 1/angstrom^2
friction gamma21/hbar: -0.4976 1/angstrom^2
trace gamma/hbar: 1.9496 1/angstrom^2
drive and vibrational quantum: 20.0 meV
driven work, counterclockwise: 8.2914 meV/cycle
electron energy loss, counterclockwise: 8.2914 meV/cycle
driven work, clockwise: -10.8412 meV/cycle
driven work at zero bias, counterclockwise: -0.9904 meV/cycle
electrons transferred, counterclockwise: 17.018 per cycle
battery energy, counterclockwise: 3.4036 eV/cycle
heat left in reservoirs: 3.3953 eV/cycle
low-speed estimate of limiting quantum: 152.2 meV
limiting quantum from driven solution: 171.3 meV
driven work at 400 meV quantum: -22.1521 meV/cycle
ionic mass: 50.0 u
total stiffness K: 4.7845 eV/angstrom^2
amplitude growth rate, eigenvalue: 0.4094 1/ps
amplitude growth rate, formula: 0.4091 1/ps
amplitude e-folding time: 2.442 ps
frictionless limit of d in K(1+d), K(1-d): 0.03100
corresponding mode splitting: 0.6200 meV
all assertions hold
```
